# Mask thickness for a transmitted-dose limit with a Gaussian implant profile

## The problem

A beam of ions strikes a wafer at normal incidence. Part of the wafer is covered by a mask, which should stop the ions before they reach the substrate. In a very thick piece of the mask material, the stopping depth $x$ has a Gaussian distribution with mean $R$, the projected range, and standard deviation $s$, the projected straggle.

(a) How thick must the mask be if at most one ion in ten thousand may pass through it?

(b) For $R=300$ nm, $s=70$ nm and an incident dose $D=10^{15}\ \mathrm{cm^{-2}}$, find the thickness, the transmitted dose and the concentration of ions at the interface.

(c) How far can the answer be trusted when the profile is not Gaussian, when the parameters are uncertain, or near the edge of the mask?

The numbers in (b) are round values, roughly typical of boron at 100000 eV entering silicon dioxide.

Three assumptions define the model. First, $R$ and $s$ belong to the mask, not to the substrate. Second, the mask is amorphous and uniform, and the point considered is far from its edges. Third, replacing the mask material beyond depth $d$ by the substrate does not change the fraction of ions that cross this depth and scatter back. The ions that enter the substrate and stay there are then as many as those that would stop beyond $d$ in a continuous mask. No other property of the substrate enters the count. An ion counts as passing only if it comes to rest in the substrate; ions that cross the interface and scatter back into the mask are not counted.

The transmitted fraction for a mask of thickness $d$ is therefore

$$
F(d)=\int_d^\infty \frac{1}{s\sqrt{2\pi}}\exp\left[-\frac{(x-R)^2}{2s^2}\right]dx .
$$

The Gaussian is normalized over the whole line, so a small part of it lies at $x<0$, outside the surface. Its effect is sized below.

## A first estimate by scaling

Moving the origin to $R$ leaves $s$ as the only length in the profile. The thickness beyond $R$ must then be a pure number times $s$:

$$
d=R+z\,s ,
$$

where $z$ depends on the allowed fraction $\varepsilon=10^{-4}$ alone. The algebra contains no constant of nature, so it is the same in atomic units as in any others.

The crudest estimate of $z$ keeps the exponential and drops every prefactor, $F\sim e^{-z^2/2}$. Setting this equal to $\varepsilon$ gives

$$
z_0=\sqrt{2\ln(1/\varepsilon)}=\sqrt{2\times 9.210}=4.29 .
$$

This is also the answer to a different question: at what depth has the concentration fallen to $10^{-4}$ of its peak? The estimate treats a ratio of concentrations as if it were a ratio of doses.

The missing prefactor can be estimated too. Let $u=(x-R)/s$ be the reduced depth, and write $u=z+v$ with $v\ge0$ beyond the interface. Then

$$
e^{-u^2/2}=e^{-z^2/2}\,e^{-zv}\,e^{-v^2/2}.
$$

For large $z$ the factor $e^{-zv}$ cuts the integral off at $v\sim1/z$, where $v^2/2$ is still small. Dropping the last factor leaves $\int_0^\infty e^{-zv}dv=1/z$, so

$$
F\approx\frac{e^{-z^2/2}}{z\sqrt{2\pi}} .
$$

The transmitted ions occupy a layer of thickness about $s/z$, much thinner than the whole profile. Setting this expression equal to $\varepsilon$ and taking logarithms gives

$$
z^2=2\ln(1/\varepsilon)-2\ln\left(z\sqrt{2\pi}\right).
$$

The logarithm on the right varies slowly, so $z_0$ may be used inside it:

$$
z_1^2=18.42-2\ln(4.29\times2.507)=18.42-4.75=13.67,
\qquad z_1=3.70 .
$$

The improved estimate is thus about 3.7 straggles beyond the range. It rests on an approximate integral and one step of iteration, so its error is still unknown.

## The exact solution

### From thickness to a normal tail

With $u=(x-R)/s$ we have $dx=s\,du$, and the lower limit $x=d$ becomes $u=z=(d-R)/s$. The factor $s$ cancels:

$$
F(d)=Q(z)=\int_z^\infty\phi(u)\,du,
\qquad \phi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}} .
$$

The substitution $u=\sqrt2\,t$ puts this in terms of the complementary error function, $\mathrm{erfc}(y)=(2/\sqrt\pi)\int_y^\infty e^{-t^2}dt$:

$$
Q(z)=\frac{1}{\sqrt\pi}\int_{z/\sqrt2}^{\infty}e^{-t^2}dt
=\frac12\,\mathrm{erfc}\left(\frac{z}{\sqrt2}\right).
$$

Since $Q'(z)=-\phi(z)<0$, the transmitted fraction falls strictly as the mask grows thicker. It runs from 1 at $z\to-\infty$ to 0 at $z\to\infty$, so $Q(z)=\varepsilon$ has one root. Every thicker mask meets the limit and every thinner one fails it.

### Locating the root without tables

Two elementary functions enclose $Q$ for $z>0$:

$$
L=\phi\left(\frac1z-\frac1{z^3}+\frac3{z^5}-\frac{15}{z^7}\right),
\qquad
U=L+\frac{105\,\phi}{z^9}.
$$

To prove this, use $\phi'=-z\phi$ and differentiate term by term:

$$
\begin{aligned}
(\phi/z)'&=-\phi-\phi/z^2,\\
(-\phi/z^3)'&=\phi/z^2+3\phi/z^4,\\
(3\phi/z^5)'&=-3\phi/z^4-15\phi/z^6,\\
(-15\phi/z^7)'&=15\phi/z^6+105\phi/z^8,\\
(105\phi/z^9)'&=-105\phi/z^8-945\phi/z^{10}.
\end{aligned}
$$

Neighbouring terms cancel in the sums, which leaves

$$
L'=-\phi\left(1-\frac{105}{z^8}\right),\qquad
U'=-\phi\left(1+\frac{945}{z^{10}}\right).
$$

Subtracting $Q'=-\phi$ in the right order gives

$$
(Q-L)'=-\frac{105\,\phi}{z^8}<0,\qquad
(U-Q)'=-\frac{945\,\phi}{z^{10}}<0 .
$$

Both differences decrease, and both tend to zero at infinity. They are therefore positive at every finite $z>0$, so $L<Q<U$.

Now evaluate $L$ at $z=3.715$. There $\phi=4.018\times10^{-4}$, and

$$
L=4.018\times10^{-4}\,(0.26918-0.01950+0.00424-0.00154)
=1.014\times10^{-4}.
$$

Thus $Q(3.715)>10^{-4}$: this mask is too thin. At $z=3.725$, $\phi=3.871\times10^{-4}$, and

$$
\begin{aligned}
U&=3.871\times10^{-4}\,(0.26846-0.01935+0.00418\\
&\qquad-0.00151+0.00076)=0.978\times10^{-4}.
\end{aligned}
$$

Thus $Q(3.725)<10^{-4}$: this mask is thick enough. Because $Q$ decreases, the root lies between 3.715 and 3.725, and it is 3.72 to three figures. Numerical inversion of the complementary error function gives $z=3.719$. The answer to (a) is

$$
d\ge R+3.72\,s .
$$

The tail is one-sided, because an ion that stops unusually close to the surface does no harm. Putting $10^{-4}$ in both tails together would leave $5\times10^{-5}$ in each and give $z=3.89$, a stricter condition than the one asked for.

### Other dose limits

If half the ions may pass, symmetry gives $z=0$ and $d=R$. A mask as thick as the projected range therefore stops only half the dose. In the other direction, lowering the limit from $10^{-4}$ to $10^{-5}$ moves the root from 3.719 to 4.265. With $s=70$ nm the extra thickness is $0.546\times70=38$ nm. A tenfold reduction is cheap because the Gaussian tail is steep, and for the same reason the transmitted fraction responds strongly to small errors in the thickness, the range or the straggle.

### The numbers for the example

The margin beyond the range is $3.719\times70=260.3$ nm, so

$$
d=300+260.3\approx560\ \mathrm{nm}\quad(5600\ \text{Å}).
$$

The transmitted dose is $10^{-4}\times10^{15}=10^{11}\ \mathrm{cm^{-2}}$.

The concentration at depth $x$ is the dose times the depth density. At the interface this is

$$
N(d)=-D\frac{dF}{dd}=\frac{D\,\phi(z)}{s},
$$

because $dF/dd=Q'(z)/s=-\phi(z)/s$. At the peak, $\phi(0)=0.3989$ and $s=7.0\times10^{-6}$ cm, so

$$
N_p=\frac{10^{15}\times0.3989}{7.0\times10^{-6}}
=5.70\times10^{19}\ \mathrm{cm^{-3}} .
$$

At the interface the factor $e^{-z^2/2}=9.92\times10^{-4}$ reduces this to $N(d)=5.65\times10^{16}\ \mathrm{cm^{-3}}$. This value holds on the mask side. It holds just inside the substrate as well if the substrate stops ions as the mask does.

A dose reduced ten thousand times thus leaves a concentration reduced only about a thousand times. The reason is the thin layer found in the scaling estimate. With equal stopping in the two materials, its mean depth beyond the interface follows from $\int_z^\infty u\phi\,du=\phi(z)$:

$$
s\left(\frac{\phi(z)}{Q(z)}-z\right)
=70\,(3.96-3.72)\approx17\ \mathrm{nm}.
$$

Here $\phi/Q=N(d)\,s/(D\varepsilon)=3.96$.

### When concentration sets the limit

Suppose the substrate has a background doping $N_B=10^{16}\ \mathrm{cm^{-3}}$, and the implanted concentration must nowhere exceed it. With equal stopping in the two materials, and with $d>R$, the highest concentration in the substrate is the one at the interface. The condition is $N_p e^{-z^2/2}\le N_B$, or

$$
z\ge\sqrt{2\ln(N_p/N_B)}=\sqrt{2\ln 5699}=4.16 .
$$

The thickness becomes $300+4.159\times70=591$ nm, which is 31 nm more than the dose limit requires. For this dose and straggle, the concentration condition is the stricter one whenever $N_B$ lies below $5.65\times10^{16}\ \mathrm{cm^{-3}}$. Unlike the dose condition, it depends on $D$ itself.

## Comparison of the estimate with the solution

The exponential alone gave $z_0=4.29$, which is 15% above the exact root. In the example it asks for $300+4.292\times70=600$ nm, or 40 nm more than needed. Such a mask would pass a fraction $8.9\times10^{-6}$, about eleven times less than allowed. The estimate errs on the safe side because it omits the factor $1/(z\sqrt{2\pi})$, which is about $0.1$ here.

With that factor included, $z_1=3.70$ lies 0.6% below the exact root. In thickness this is a shortfall of between 1 and 2 nm. The scaling argument therefore explains the size of the answer, and the bounds $L$ and $U$ settle its third figure.

## How far the result can be trusted

### The shape of the tail

The number 3.72 belongs to the Gaussian, not to every profile with the same $R$ and $s$. To see how much this matters, let $y=(x-R)/s$ and consider Pearson profiles $f(y)$, which obey

$$
\frac{f'}{f}=\frac{y-a}{b_0+b_1y+b_2y^2}.
$$

Let $m_n$ be the mean of $y^n$, with $m_0=1$, $m_1=0$, $m_2=1$, skewness $m_3=\gamma$ and kurtosis $m_4=\beta$. Multiplying by $y^n f$ times the denominator and integrating by parts gives

$$
-nb_0m_{n-1}-(n+1)b_1m_n-(n+2)b_2m_{n+1}=m_{n+1}-a\,m_n .
$$

The boundary terms vanish for the profiles used here. The cases $n=0,1,2$ give $a=b_1$, $b_0=-1-3b_2$ and $b_1=-\gamma(1+4b_2)/2$. Inserting these in the case $n=3$ gives

$$
b_2=-\frac{2\beta-3\gamma^2-6}{10\beta-12\gamma^2-18}.
$$

For $\beta=3$ and $\gamma=0$ this reduces to $f'/f=-y$, the Gaussian. For $\beta=4$ and $\gamma=0$ it gives $b_2=-1/11$ and $b_0=-8/11$, hence $f\propto(8+y^2)^{-11/2}$. This tail is a power law.

Numerical integration with $R$, $s$ and $\beta=4$ held fixed gives the following, where positive $\gamma$ means a longer tail towards the substrate:

| $\gamma$ | fraction passed at 560 nm | thickness for $10^{-4}$ |
|---|---|---|
| $-0.5$ | $4.7\times10^{-5}$ | 545 nm |
| $0$ | $9.8\times10^{-4}$ | 656 nm |
| $+0.5$ | $2.1\times10^{-3}$ | 702 nm |

Raising the kurtosis from 3 to 4 in a symmetric profile increases the leakage almost tenfold. A skewness of $-0.5$ at the same kurtosis more than reverses this, and the mask then passes less than the Gaussian predicts. The mean and the straggle alone do not fix a leakage of $10^{-4}$.

### Errors in the parameters

Now keep the Gaussian and change one quantity at a time. A mask 5% too thin has $z=(532.3-300)/70=3.32$ and passes $4.5\times10^{-4}$. A range 5% too long gives $z=(560.3-315)/70=3.50$ and $2.3\times10^{-4}$. A straggle 10% too large gives $z=260.3/77=3.38$ and $3.6\times10^{-4}$.

To cover all three errors at once, the thinnest part of the mask must measure $315+3.719\times77=601$ nm. The nominal thickness must then be $601/0.95=633$ nm.

### Tilt, edges and small corrections

Let the beam be tilted by $7^\circ$, and let the spread across the beam be an independent Gaussian with lateral straggle $s_L=80$ nm. The mean depth becomes $R\cos7^\circ=297.8$ nm. The variances of the two projections add, so the depth spread is

$$
\sqrt{(70\cos7^\circ)^2+(80\sin7^\circ)^2}=70.2\ \mathrm{nm}.
$$

The 560 nm mask then passes $9.1\times10^{-5}$, slightly less than at normal incidence. The independence is an idealization: the ions that go deepest have been deflected least and spread less sideways than the average.

Near a vertical mask edge, thickness is no protection against ions that enter the open window and spread sideways in the substrate. Take the same $s_L$ there and a wide window. At a distance $w$ under the mask, the dose from the window is the fraction $Q(w/s_L)$ of the incident dose. It is one half at the edge and falls to $10^{-4}$ at $w=3.719\times80\approx298$ nm. This distance assumes a Gaussian lateral tail and, like the number 3.72, changes with the shape of that tail. Ions that leave the mask through its side wall would add to this and are not included.

Two corrections are negligible here. If each ion sputters one atom, an assumed yield, an oxide with $6.62\times10^{22}$ atoms per $\mathrm{cm^3}$ (from a density of about 2.2 g/cm³) loses $10^{15}/(6.62\times10^{22})$ cm, or 0.15 nm. The part of the Gaussian outside the surface is $Q(300/70)=9.1\times10^{-6}$. Normalizing to the ions inside instead would change the thickness by less than 0.001 nm.

### The real case

For boron at this energy in silicon dioxide, a range near 300 nm and a straggle near 70 nm are rough typical values, so the thickness needed is of the order of half a micrometre. The assumption most in doubt is the Gaussian tail: for the shapes tried above, the required thickness moves by between $-16$ and $+142$ nm. These shapes show how sensitive the answer is; they are not a forecast for boron. At this energy boron in an amorphous target tends to have a negative skewness, with the longer tail towards the surface, and its size may lie outside the range in the table. A negative skewness alone does not make the deep tail shorter than the Gaussian one, because the kurtosis acts the other way. In the Pearson family above, $\beta=4$ needs $\gamma$ below about $-0.44$ to pass less than the Gaussian. At $\gamma=-1$ the thickness for $10^{-4}$ is about 460 nm for $\beta=5$ but about 600 nm for $\beta=8$. If boron has a skewness near $-1$ and a kurtosis near 4 or 5, as is plausible at this energy, the 560 nm found above is more than a uniform amorphous mask needs. A design should therefore use a measured or simulated profile for the actual mask. A crystalline or polycrystalline mask can also channel ions to greater depths, which this model leaves out. Finally, the result describes the implant itself. If the mask stays on during annealing, diffusion from it into the substrate must be treated separately.
